# Symmetry-Constrained Relaxation and the Pinning of Ising Domain Walls

## Definitions and conventions

Electronic-structure programs can relax a structure with its initial symmetry enforced or released. In the simplest case, a ferroelectric domain wall has two symmetric stationary states: the resting wall, and the top of the barrier it must cross to move. With the symmetry enforced, the starting centre decides which of them is reached; with it released, a slightly displaced wall slides to the resting state. A discrete polarization chain shows why, and how the energies of the two states give the barrier and an estimate of the field that unpins the wall.

Take a planar 180° wall. The polarization \(P_n\) of lattice plane \(n\) is parallel to the wall and uniform within the plane, so no depolarizing charge appears. In Gaussian units the free energy per chain of cubic cells of side \(a\) is

\[
F=a^3\sum_n\left[-\frac{\alpha}{2}P_n^2+\frac{\beta}{4}P_n^4+\frac{g}{2a^2}(P_{n+1}-P_n)^2-EP_n\right],
\]

with \(\alpha,\beta,g>0\) and \(E\) the macroscopic field along the polarization axis. The coefficients are classical; \(\hbar\), \(m\) and \(e\) do not enter. Since \(E\) and \(P\) have the same dimension, \(\alpha\) is a pure number.

Set \(P_n=P_0p_n\) with \(P_0=\sqrt{\alpha/\beta}\), so that \(\beta P_0^4=\alpha P_0^2\). Every term then contains \(U_0=\alpha P_0^2a^3\). With \(\kappa=g/(\alpha a^2)\) and \(\varepsilon=E/(\alpha P_0)\), and with 1/4 added per site so that the uniform states \(p=\pm1\) have zero energy at zero field, \(F/U_0\) becomes \(u-\varepsilon M\), where

\[
u=\sum_n\left[\frac{(p_n^2-1)^2}{4}+\frac{\kappa}{2}(p_{n+1}-p_n)^2\right],\qquad M=\sum_n p_n .
\]

Each \(p_n\) occurs in two coupling terms. Setting the derivative to zero gives

\[
p_n^3-p_n-\kappa(p_{n+1}-2p_n+p_{n-1})=\varepsilon. \tag{1}
\]

A bond-centred wall has its centre midway between two planes; a site-centred wall has it on a plane with \(p=0\). The Peierls energy is \(B=u_{\rm site}-u_{\rm bond}\) at \(\varepsilon=0\). The unpinning field \(\varepsilon_c\) is the largest static field at which the pinned wall exists.

## What the symmetry constraint does

Number the planes from the centre of a site-centred wall and define \((Rp)_n=-p_{-n}\). At zero field \(u(Rp)=u(p)\), so the gradient of an \(R\)-symmetric configuration is itself \(R\)-symmetric. In exact arithmetic, a relaxation that follows the gradient therefore never leaves the symmetric set. A program should still impose the symmetry explicitly: unless its arithmetic happens to respect the symmetry exactly, rounding errors can seed an unstable mode and grow along it. A small translation changes \(p_n\) by an amount even in \(n\), which \(R\) reverses, so translation is excluded. The same holds for reflection about a bond.

Only half the chain is then needed. Let \(p_1,p_2,\dots\) be the positive half, counted outwards. The left neighbour of \(p_1\) is \(-p_1\) for the bond wall and 0 for the site wall. With \(r_j\) the left side of (1), Newton's method solves \(\sum_kJ_{jk}d_k=-r_j\) and replaces \(p_j\) by \(p_j+d_j\). The matrix is tridiagonal:

\[
J_{jj}=3p_j^2-1+2\kappa+\kappa\,\delta_{j1}\delta_{\rm bond},\qquad J_{j,j\pm1}=-\kappa .
\]

Here \(\delta_{\rm bond}\) is 1 for the bond wall and 0 otherwise; the extra \(\kappa\) comes from \(-\kappa(-p_1)\). The soft translation mode is absent, so \(J\) is well conditioned and convergence near the solution is quadratic.

Far from the wall put \(p_n=1-\eta_n\). To first order (1) gives \(2\eta_n=\kappa(\eta_{n+1}-2\eta_n+\eta_{n-1})\). Inserting \(\eta_n\propto e^{-qn}\),

\[
2=2\kappa(\cosh q-1)=4\kappa\sinh^2\frac q2,\qquad q=2\,\mathrm{asinh}\frac1w,\quad w=\sqrt{2\kappa}.
\]

For \(w\gg1\) the difference becomes a derivative, \(\kappa p''=p^3-p\). Multiplying by \(p'\) and integrating from the uniform state gives \(\kappa p'^2/2=(1-p^2)^2/4\), so \(p'=(1-p^2)/w\) and \(p=\tanh(x/w)\), with \(x\) in lattice spacings. The two energy densities are equal, and the wall energy is \(\frac12\int\mathrm{sech}^4(x/w)\,dx=2w/3\). It does not depend on the wall position: pinning is absent from the continuum theory.

## Which stationary state is stable

Vanishing forces do not establish stability. That needs the full Hessian, including displacements that break the symmetry:

\[
H_{nn}=3p_n^2-1+2\kappa,\qquad H_{n,n\pm1}=-\kappa .
\]

At the six couplings tested, from \(\kappa=0.05\) to 2, all eigenvalues are positive for the bond wall, and exactly one is negative for the site wall. The site wall is thus a saddle. At \(\kappa=0.25\), a wall started off-centre and relaxed without symmetry reaches the bond state.

This ordering belongs to the present model. In a crystal with inequivalent planes it may be reversed, so both centres must be computed.

## Following the wall in a field

A field adds \(-\varepsilon M\), which changes sign under \(R\). The symmetry must therefore be released. Let the positive domain lie on the left, so that \(\varepsilon>0\) drives the wall to the right, and let \(s\) be the polarization of the first negative plane, the next to switch.

Raising \(\varepsilon\) step by step fails at the end of the pinned branch, where \(H\) becomes singular. Instead, prescribe \(s\) and treat \(\varepsilon\) as an unknown in its place. As \(s\) rises from its bond-wall value to zero, the solution passes from the bond wall to the site wall. The field is zero at both ends and has a maximum between them.

Differentiating (1) along this branch gives

\[
\sum_mH_{nm}\frac{dp_m}{ds}=\frac{d\varepsilon}{ds}\quad\text{for every }n. \tag{2}
\]

At the maximum the right side vanishes while \(dp/ds\) does not, since its component on the chosen plane is 1. Hence \(H\) has a zero eigenvalue: the stable wall and the saddle merge. The tests confirm that it is the lowest eigenvalue that vanishes.

Let \(v\) be the eigenvector of the lowest eigenvalue \(\lambda\). Projecting (2) on \(v\) gives

\[
\lambda\sum_nv_n\frac{dp_n}{ds}=\frac{d\varepsilon}{ds}\sum_nv_n .
\]

Near a quadratic maximum at \(s_c\), \(d\varepsilon/ds\propto s_c-s\) and \(\varepsilon_c-\varepsilon\propto(s_c-s)^2\). Hence \(\lambda\propto\sqrt{\varepsilon_c-\varepsilon}\). Relaxation slows down near threshold, and close to threshold a plot of \(\lambda^2\) against field extrapolates linearly to zero at \(\varepsilon_c\). The points must lie near the fold: at \(\kappa=0.25\) and 1, a line through \(0.8\,\varepsilon_c\) and \(0.9\,\varepsilon_c\) finds the threshold to about 1%, whereas one through zero field and \(0.5\,\varepsilon_c\) overshoots it by 24% and 96%.

### A check from two energies

On the branch \(\partial u/\partial p_n=\varepsilon\) for every plane, since \(u\) excludes the field term. Therefore

\[
du=\sum_n\frac{\partial u}{\partial p_n}dp_n=\varepsilon\,dM,\qquad B=\int_{\rm bond}^{\rm site}\varepsilon\,dM. \tag{3}
\]

Moving the wall by half a spacing changes \(M\) by 1. The domains also polarize on the way, but their contribution to the integral cancels because the field returns to zero. The integral agrees with the difference of the relaxed energies to better than one part in \(10^5\) at all six couplings.

### Why the maximum is the threshold

Let the wall move by overdamped dynamics, \(\dot p_n=-\partial(u-\varepsilon M)/\partial p_n\), and switch on a field \(\varepsilon>0\) at the zero-field bond wall. Initially every \(\dot p_n=\varepsilon>0\). The velocities obey \(\ddot p_n=-\sum_mH_{nm}\dot p_m\). The off-diagonal elements of \(-H\) are positive, so a velocity that reaches zero is pushed up by its neighbours, and none becomes negative. The same argument, applied to the difference of two solutions, shows that ordered configurations stay ordered.

On the pinned branch \(dp/d\varepsilon=H^{-1}(1,1,\dots)^T\). A positive definite matrix with non-positive off-diagonal elements has an inverse without negative elements, so the pinned state at \(\varepsilon\) lies above the initial state on every plane. The moving configuration cannot pass it, and the wall stays pinned below \(\varepsilon_c\).

Escape above \(\varepsilon_c\) was tested at \(\kappa=0.25\). At \(0.98\,\varepsilon_c\) no plane switches; at \(1.02\,\varepsilon_c\) all 41 negative planes do. The ordering argument does not cover inertial motion or a minimizer that takes long steps; either may carry the wall over the barrier too early.

## Narrow walls

For \(\kappa\ll1\) start from planes with \(p=\pm1\). The bond wall has one jump of 2, costing \(\frac\kappa2\,2^2=2\kappa\). Each adjacent plane feels a force \(2\kappa\) against a stiffness \(3p^2-1=2\). Its relaxation gains \((2\kappa)^2/(2\cdot2)=\kappa^2\), so

\[
u_{\rm bond}=2\kappa-2\kappa^2+O(\kappa^3).
\]

The site wall pays 1/4 for its central plane and \(\kappa/2\) for each of two unit jumps. The adjacent planes feel a force \(\kappa\) and gain \(\kappa^2/4\) each:

\[
u_{\rm site}=\frac14+\kappa-\frac{\kappa^2}{2}+O(\kappa^3),\qquad
B=\frac14-\kappa+\frac32\kappa^2+O(\kappa^3).
\]

At \(\kappa=0.01\) the series gives 0.240150 and the relaxed chain 0.240149.

For the field, consider \(f(p)=p^3-p\). Its local maximum is at \(p=-1/\sqrt3\), where \(f=2/(3\sqrt3)\) and \(f''=-2\sqrt3\). An uncoupled plane switches at this field. In the chain, the plane about to switch has a left neighbour near \(2/\sqrt3\), the positive root of \(f(p)=2/(3\sqrt3)\). Its right neighbour is itself close to switching, at \(-1/\sqrt3-\delta\). The coupling bracket in (1) is

\[
\frac2{\sqrt3}+\left(-\frac1{\sqrt3}-\delta\right)+\frac2{\sqrt3}=\sqrt3-\delta,
\]

so \(\varepsilon_c=2/(3\sqrt3)-\kappa(\sqrt3-\delta)+O(\kappa^2)\). The dependence of the coupling on the switching plane's own polarization moves the maximum by \(O(\kappa)\) and changes its height only by \(O(\kappa^2)\).

To find \(\delta\), apply (1) to the right neighbour. It and the planes beside it are all within \(O(\sqrt\kappa)\) of \(-1/\sqrt3\), so its coupling term is \(O(\kappa^{3/2})\). With \(f\simeq2/(3\sqrt3)-\sqrt3\,\delta^2\), leading order gives \(\sqrt3\,\delta^2=\sqrt3\,\kappa\), or \(\delta=\sqrt\kappa\). Thus

\[
\varepsilon_c=\frac{2}{3\sqrt3}-\sqrt3\,\kappa+\kappa^{3/2}+O(\kappa^2).
\]

At \(\kappa=0.001\) the series and the traced branch differ by \(9\times10^{-7}\), of order \(\kappa^2\) and far below the \(\kappa^{3/2}\) term, \(3.2\times10^{-5}\).

## Wide walls

Let \(X\) be the displacement from a bond position in lattice spacings. The energy is periodic in \(X\) with period 1. For a smooth profile its higher harmonics are exponentially smaller than the first, so apart from a constant

\[
U(X)=-\frac B2\cos2\pi X .
\]

The field contributes \(-2\varepsilon X\), because one step turns one plane from \(-1\) to \(+1\). Equilibrium requires \(2\varepsilon=U'(X)=\pi B\sin2\pi X\), hence

\[
\varepsilon_c\simeq\frac{\pi B}{2}. \tag{4}
\]

The computed ratio \(\varepsilon_c/(\pi B/2)\) is 0.988 at \(\kappa=0.25\), 0.998 at 0.5 and 0.99999 at 1. Even at \(\kappa=0.05\) it is 0.974. This does not show that narrow walls have a sinusoidal landscape: for uncoupled planes the ratio is \([2/(3\sqrt3)]/(\pi/8)=0.980\), which is close to 1 although the potential is quartic.

The size of \(B\) follows from a scaling argument, not a proof. The function \(\tanh(x/w)\) has a pole at \(x=i\pi w/2\). On the lattice the tail is a series in \(e^{-qx}\), with imaginary period \(2\pi i/q\), which places the corresponding singularity at \(i\pi/q\). Sampling at unit spacing picks out wavenumber \(2\pi\), giving a factor \(\exp(-2\pi\cdot\pi/q)\). Near the singularity \(p\simeq w/(x-i\pi/q)\), so \(p^4\) and \(\kappa(p_{n+1}-p_n)^2\) both scale as \(w^4\). Therefore

\[
B\simeq C\,w^4e^{-2\pi^2/q}. \tag{5}
\]

High-precision relaxation gives \(C=1281.7\), 1274.6 and 1271.1 at \(\kappa=16\), 32 and 64. The changes, 7.0 and 3.5, halve as \(\kappa\) doubles. Continuing that pattern gives \(C\approx1268\). At \(\kappa=2\), where \(w=2\) and \(q=0.962\), (5) then yields \(2.5\times10^{-5}\), about 8% below the computed \(2.73\times10^{-5}\).

## Worked example

Take round model parameters: \(a=4\times10^{-8}\) cm, \(P_0=9\times10^4\) statC/cm², \(\alpha=0.05\) and \(\kappa=0.25\). The energy unit is

\[
U_0=0.05\,(9\times10^4)^2(4\times10^{-8})^3=2.592\times10^{-14}\ \text{erg},
\]

or 16.18 meV, and the field unit is \(\alpha P_0=4500\) statvolt/cm.

Here \(w=0.707\), so the continuum profile is not reliable. Next to the bond centre it predicts \(|p|=\tanh0.707=0.609\), whereas the relaxed value is 0.756. The energies are \(u_{\rm bond}=0.3909\) and \(u_{\rm site}=0.4723\), so \(B=0.0814\), about 21% of the wall energy. The narrow-wall series gives 0.094, 15% too high.

Per chain cell the Peierls energy is \(0.08136\times16.18=1.316\) meV. Dividing \(2.109\times10^{-15}\) erg by \(a^2=1.6\times10^{-15}\) cm² gives 1.32 erg/cm², against a wall energy of 6.33 erg/cm². The unpinning field is

\[
E_c=0.12625\times4500=568\ \text{statvolt/cm}=1.70\times10^7\ \text{V/m}.
\]

Equation (4) with the two relaxed energies alone gives \(\varepsilon_c\simeq0.1278\), only 1.2% above the traced value. Uniform switching of a domain requires 1732 statvolt/cm, three times as much: the wall moves long before the domains become unstable.

Pinning falls quickly as the wall widens. From \(\kappa=0.25\) to 2, \(w\) grows by a factor 2.8 while \(\varepsilon_c\) falls from 0.126 to \(4.3\times10^{-5}\), a factor of about 2900. The fall steepens as the wall widens: doubling \(\kappa\) from 0.25 to 0.5 lowers the field by a factor of 3.6, doubling it from 1 to 2 by a factor of 67. For such walls a modest error in the coupling becomes a large error in the predicted field. The numerical output lists the full scan.

## Choosing the setting

**For the barrier, enforce symmetry.** Relax one wall centred on a plane and one centred between planes. Their energy difference is \(B\). A periodic cell contains two walls. Give both the same type of centre and place them half a cell apart, so that the antisymmetry about each wall is a symmetry of the whole cell; enforce it, and divide the energy difference by two. With unequal domains this symmetry is lost, and a wall at the top of the barrier can slide away.

**For stability, release it.** Displace each relaxed wall slightly along the translation direction and relax again, or compute the Hessian. A symmetric calculation cannot reveal the unstable mode.

**For a field, keep it released.** Start from the stable wall and raise the field in small steps with a cautious minimizer. Equation (4) supplies a first estimate of the threshold.

**Set the force tolerance from the barrier.** Suppose an unconstrained wide wall has relaxed in everything except its position. The remaining gradient is along \(p'_n\), with magnitude fixed by \(U'(X)\):

\[
\frac{\partial u}{\partial p_n}=U'(X)\frac{p'_n}{\sum_mp_m'^2}
\]

up to the sign that defines the displacement. Since \(\sum_m p_m'^2\simeq w^{-2}\int\mathrm{sech}^4(x/w)\,dx=4/(3w)\) and \(|p'_n|\le1/w\), its largest component peaks, halfway between the two centres, at about \(3\pi B/4\); this is a continuum estimate, which the lattice exceeds by under 1% at \(\kappa=2\). At \(\kappa=2\) this is \(6\times10^{-5}\) in reduced units. A looser tolerance lets the relaxation stop at any wall position, and the wall then appears unpinned.

**Make the cell long enough.** Two walls a distance \(D\) planes apart interact through their tails, on the scale \(e^{-qD}\), apart from a prefactor. Released walls stay in place only if this attraction is weaker than the pinning. At \(\kappa=2\), two bond walls separating equal domains are unstable at \(D=11\) and stable at \(D=12\). The lowest Hessian eigenvalue is then still only 12% of its value for an isolated wall; at \(D=16\) it is within 2%. At \(\kappa=0.25\), \(D=4\) already brings it within about 1%. A uniform field drives the two walls towards each other, so the unpinning field needs room too: at \(\kappa=2\) it is only 4% of the isolated-wall value at \(D=12\), 3% too low at \(D=16\) and within 0.1% at \(D=20\). Enforced symmetry holds the walls in place, but the barrier still needs room to converge: at \(\kappa=2\) it is 8% too low at \(D=8\) and 1% too low at \(D=10\).

**Read the threshold as that of a rigid wall.** The result holds at zero temperature for a defect-free plane that moves as a whole. The rigid barrier grows with wall area, so thermal motion proceeds through small switched patches on the wall, which this one-dimensional model leaves out. They can move the wall below \(E_c\). Defects, in turn, can hold it above \(E_c\).

## Table of computed values

```
cell side a = 4.0e-08 cm; alpha = 0.05 (dimensionless)
P0 = 9.00e+04 statC/cm^2 = 0.3002 C/m^2
beta = 6.1728e-12 cm^4/statC^2; g = 2.0000e-17 cm^2
energy unit U0 = 2.5920e-14 erg = 16.1780 meV
field unit alpha*P0 = 4500.0 statvolt/cm
example kappa = 0.25; w = 0.70711 sites; q = 2.29243 per site
bond wall |p| at 0.5,1.5,2.5,3.5 sites: 0.756391 0.974615 0.997428 0.999740
site wall |p| at 0,1,2,3 sites: 0.000000 0.883020 0.988009 0.998787
p at the fold, sites -2..3: 1.043800 0.899629 -0.435653 -0.864051 -0.921585 -0.928645
Scan, all reduced (dimensionless):
kappa   u_bond     u_site     B            eps_c        eps_c/(pi B/2)
0.05  0.0951251  0.2987805  2.03655e-01  3.11605e-01  0.974067
0.1   0.1810041  0.3452387  1.64235e-01  2.51708e-01  0.975691
0.25  0.3909077  0.4722639  8.13562e-02  1.26248e-01  0.987901
0.5   0.6283938  0.6507902  2.23963e-02  3.51241e-02  0.998407
1.0   0.9248701  0.9267020  1.83191e-03  2.87752e-03  0.999985
2.0   1.3218065  1.3218338  2.72795e-05  4.28506e-05  1.000000
kappa   lowest eigenvalue bond, site; work integral (dimensionless)
0.05  1.75024e+00  -9.01752e-01  2.03655e-01
0.1   1.51611e+00  -8.07357e-01  1.64235e-01
0.25  9.21327e-01  -5.52725e-01  8.13562e-02
0.5   3.29787e-01  -2.49356e-01  2.23963e-02
1.0   3.68566e-02  -3.52346e-02  1.83191e-03
2.0   7.86337e-04  -7.85461e-04  2.72795e-05
sites switched at 0.98 eps_c: 0; at 1.02 eps_c: 41 (reduced time 3000)
kappa=0.01: B = 0.24014925, series 0.24015000 (reduced)
kappa=0.001: eps_c = 0.38320062, series 0.38319975 (reduced)
Wide walls: kappa, B (reduced), prefactor C, u_bond/(2w/3)
16  5.56976e-19  1281.6821  0.9989540
32  2.17933e-28  1274.6403  0.9994781
64  5.77408e-42  1271.1085  0.9997393
wall energy = 6.3327 erg/cm^2
Peierls energy per chain cell = 2.1088e-15 erg = 1.31618 meV
Peierls energy per area = 1.31797 erg/cm^2
unpinning field = 568.115 statvolt/cm = 1.7032e+07 V/m
uniform switching field = 1732.05 statvolt/cm
```
